# Corbino Magnetoresistance Mobility for Acoustic-Phonon Scattering

## 1. One relaxation time

Let a disk of thickness $t$ carry current between an inner ring contact of radius $r_1$ and an outer one of radius $r_2$, with a magnetic field $B$ along the disk axis $z$. The contacts are ideal equipotentials through the full thickness. The material is uniform and isotropic in the plane. Suppose first that all electrons, of charge $-e$ and mass $m$, have the same relaxation time $\tau$. Their steady drift velocity obeys

$$\frac{m\mathbf v}{\tau}=-e(\mathbf E+\mathbf v\times\mathbf B).\tag{1}$$

In steady state $\nabla\times\mathbf E=0$, so the integral of $E_\theta$ around a circle vanishes. By rotational symmetry $E_\theta$ is the same all around the circle, hence $E_\theta=0$. No Hall field can build up.

With $\omega=eB/m$, $(\mathbf v\times\mathbf B)_r=v_\theta B$ and $(\mathbf v\times\mathbf B)_\theta=-v_rB$, the components of (1) are

$$v_\theta=\omega\tau v_r,\qquad v_r=-\frac{e\tau}{m}E_r-\omega\tau v_\theta .$$

Inserting the first into the second gives $v_r(1+\omega^2\tau^2)=-(e\tau/m)E_r$. Since $J_r=-nev_r$,

$$J_r=\sigma_{xx}E_r,\qquad \sigma_{xx}=\frac{ne^2}{m}\frac{\tau}{1+\omega^2\tau^2}.\tag{2}$$

Current conservation requires $I=2\pi rtJ_r$, so $E_r=I/(2\pi rt\sigma_{xx})$. This field varies as $1/r$ and has zero divergence, consistent with a neutral interior. Integrating from $r_1$ to $r_2$,

$$R=\frac{\ln(r_2/r_1)}{2\pi t\,\sigma_{xx}(B)},\qquad \frac{R(B)}{R(0)}=\frac{\sigma_{xx}(0)}{\sigma_{xx}(B)}.\tag{3}$$

For a single $\tau$ this is $1+(\mu_dB)^2$, where $\mu_d=e\tau/m$ is the drift mobility. The geometry cancels, and neither thickness nor carrier density is needed. This motivates the definition

$$\frac{R(B)}{R(0)}=1+(\mu_{MR}B)^2\quad\text{to leading order in }B.\tag{4}$$

Here $\mu_{MR}=\mu_d$. The two differ once $\tau$ depends on energy, because they weight the carriers differently.

## 2. The acoustic-phonon relaxation time

A longitudinal acoustic wave shifts the band edge by the deformation potential $D$ times the dilatation. For wavevector $q$, frequency $\omega_q=sq$, mass density $\rho$ and crystal volume $V$, the squared matrix element is $D^2q^2\hbar/(2\rho V\omega_q)$ times $N_q$ for absorption or $N_q+1$ for emission. Assume $\hbar\omega_q\ll kT$, so that both occupation factors are close to $kT/\hbar\omega_q$. Each process then contributes

$$\frac{D^2q^2\hbar}{2\rho V\omega_q}\frac{kT}{\hbar\omega_q}=\frac{D^2kT}{2c_lV},\qquad c_l=\rho s^2 .$$

The sum of the two, $D^2kT/(c_lV)$, does not depend on $q$, so scattering is isotropic. Neglecting the phonon energy makes it elastic as well. The golden rule multiplies this sum by $2\pi/\hbar$ and by the number of final states per unit energy at fixed spin. Per volume that density is $g_1(E)=m^{3/2}\sqrt E/(\sqrt2\pi^2\hbar^3)$, so

$$\frac1\tau=\frac{2\pi}{\hbar}\frac{D^2kT}{c_l}g_1(E)=\frac{\sqrt2\,m^{3/2}D^2kT}{\pi\hbar^4c_l}\sqrt E .\tag{5}$$

With $x=E/kT$,

$$\tau=\tau_0x^{-1/2},\qquad \frac1{\tau_0}=\frac{\sqrt2\,m^{3/2}D^2(kT)^{3/2}}{\pi\hbar^4c_l}.\tag{6}$$

Slow carriers have few final states and therefore the longest relaxation times.

## 3. Conductivity with an energy-dependent time

Write the distribution as $f_0+f_1$, with $f_0\propto e^{-E/kT}$ and $f_1$ linear in $\mathbf E$. The magnetic force does not act on $f_0$, because $\mathbf v\cdot(\mathbf v\times\mathbf B)=0$. The linearized Boltzmann equation is

$$-e\,\mathbf E\cdot\mathbf v\,f_0'-\frac e\hbar(\mathbf v\times\mathbf B)\cdot\nabla_kf_1=C[f_1],\qquad f_0'=\frac{df_0}{dE}=-\frac{f_0}{kT}.$$

Try $f_1=\mathbf v\cdot\mathbf A(E)$. Isotropic elastic scattering removes carriers at the rate $f_1/\tau$ and returns the average of $f_1$ over the energy sphere, divided by $\tau$. That average is zero, so $C[f_1]=-f_1/\tau$ is exact for this collision model.

For the magnetic term, $\nabla_kf_1=\hbar\mathbf v(\mathbf v\cdot\mathbf A')+(\hbar/m)\mathbf A$. The first part is perpendicular to $\mathbf v\times\mathbf B$, and the second gives $(\mathbf v\times\mathbf B)\cdot\mathbf A=\mathbf v\cdot(\mathbf B\times\mathbf A)$. Since the equation must hold for every direction of $\mathbf v$,

$$\mathbf A=e\tau f_0'\mathbf E+\omega\tau\,\hat z\times\mathbf A.\tag{7}$$

For $\mathbf E$ along $x$ this reads $A_y=\omega\tau A_x$ and $A_x=e\tau f_0'E_x-\omega\tau A_y$, so

$$A_x=\frac{e\tau f_0'E_x}{1+\omega^2\tau^2}.$$

The current is $J_x=-e\int g(E)\,(v^2/3)A_x\,dE$, where $g\propto\sqrt E$ includes spin and $v^2/3$ is the average of $v_x^2$ over directions. Using $v^2=2E/m$ and $f_0'=-f_0/kT$,

$$J_x=\frac{2e^2E_x}{3m}\int g f_0\,x\,\frac{\tau}{1+\omega^2\tau^2}\,dE .$$

Dividing by $n=\int gf_0\,dE$ produces the normalizing integral $\int_0^\infty x^{1/2}e^{-x}dx=\Gamma(3/2)$. Because $\tfrac32\Gamma(\tfrac32)=\Gamma(\tfrac52)$, the natural average is

$$\langle F\rangle=\frac1{\Gamma(5/2)}\int_0^\infty F\,x^{3/2}e^{-x}dx,\qquad\langle1\rangle=1,\tag{8}$$

and the conductivities are

$$\sigma_{xx}=\frac{ne^2}{m}\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,\qquad
\sigma_{yx}=\frac{ne^2}{m}\left\langle\frac{\omega\tau^2}{1+\omega^2\tau^2}\right\rangle.\tag{9}$$

The second follows from $A_y=\omega\tau A_x$. At $B=0$ the drift mobility is $\mu_d=e\langle\tau\rangle/m$.

## 4. The factor 1.33

The argument for (3) used symmetry and a local linear conductivity, so it still holds. For small $\omega\tau$, $\tau/(1+\omega^2\tau^2)\simeq\tau-\omega^2\tau^3$, and

$$\frac{R(B)}{R(0)}\simeq\frac{\langle\tau\rangle}{\langle\tau\rangle-\omega^2\langle\tau^3\rangle}\simeq1+\omega^2\frac{\langle\tau^3\rangle}{\langle\tau\rangle}.$$

Comparison with (4) gives

$$\mu_{MR}=\frac em\sqrt{\frac{\langle\tau^3\rangle}{\langle\tau\rangle}},\qquad
\xi\equiv\frac{\mu_{MR}}{\mu_d}=\sqrt{\frac{\langle\tau^3\rangle}{\langle\tau\rangle^3}}.\tag{10}$$

The cube is convex for positive argument, so $\langle\tau^3\rangle\ge\langle\tau\rangle^3$ and $\xi\ge1$, with equality when $\tau$ is constant. For the acoustic law (6),

$$\langle\tau\rangle=\frac{\tau_0}{\Gamma(5/2)}\int_0^\infty xe^{-x}dx=\frac{\tau_0}{\Gamma(5/2)},\qquad
\langle\tau^3\rangle=\frac{\tau_0^3}{\Gamma(5/2)}\int_0^\infty e^{-x}dx=\frac{\tau_0^3}{\Gamma(5/2)}.$$

Therefore $\mu_{MR}=e\tau_0/m$ and

$$\boxed{\xi=\Gamma(5/2)=\frac{3\sqrt\pi}{4}\approx1.33.}\tag{11}$$

The factor depends on the scattering law. For $\tau\propto x^p$ the same integrals give

$$\xi^2=\frac{\Gamma(\frac52+3p)\,\Gamma(\frac52)^2}{\Gamma(\frac52+p)^3},\qquad p>-\frac56 .\tag{12}$$

The case $p=\tfrac32$, which describes ionized impurities if their slowly varying logarithm is held constant, gives $\xi^2=720\,(1.767)/216=5.89$ and $\xi=2.43$. Dimensionality matters too. In a single two-dimensional subband the density of final states is constant, so a momentum-independent coupling gives constant $\tau$ and $\xi=1$. The factor 1.33 should not be carried over to such an inversion layer.

## 5. How weak the field must be

The next term of a power series would contain $\langle\tau^5\rangle\propto\int x^{-1}e^{-x}dx$, which diverges at small $x$. The leading term (11) survives, but its correction is not of order $B^4$. Set $b=(\omega\tau_0)^2=(\mu_{MR}B)^2$. Then

$$\frac{\sigma_{xx}(B)}{\sigma_{xx}(0)}=\int_0^\infty\frac{x^2e^{-x}}{x+b}dx,\qquad \frac{x^2}{x+b}=x-b+\frac{b^2}{x+b}.$$

The substitution $y=x+b$ turns the last piece into $b^2e^bE_1(b)$, with $E_1(b)=\int_b^\infty e^{-y}dy/y$. Hence

$$\frac{R(B)}{R(0)}=\frac1{1-b+b^2e^bE_1(b)}.\tag{13}$$

For small $b$, $e^bE_1(b)\simeq L=\ln(1/b)-\gamma$, where $\gamma\approx0.577$ is Euler's constant. Expanding (13) gives $R(B)/R(0)-1\simeq b-b^2(L-1)$. The apparent mobility read from one field is thus

$$\mu_{app}\equiv\frac1B\sqrt{\frac{R(B)}{R(0)}-1}\simeq\mu_{MR}\left[1-\frac b2(L-1)\right].\tag{14}$$

A finite weak field reads low. A numerical solution of the Boltzmann equation on a sphere of directions, with the full collision operator and no assumed form for $f_1$, gives $\mu_{app}/\mu_d=1.3288$ at $b=10^{-4}$. Equation (14) has $L=8.63$ there and predicts a shortfall of 0.04% from 1.3293, which is the difference seen.

In the opposite limit $b\gg1$, still with classical orbits, the integral tends to $\int x^2e^{-x}dx/b=2/b$. Then $R(B)/R(0)\to b/2$ and $\mu_{app}/\mu_d\to\Gamma(5/2)/\sqrt2=0.94$. The apparent mobility passes from above the drift value to below it.

## 6. Comparison with a long Hall bar

In a long bar the transverse current vanishes and a Hall field appears. Setting $J_y=0$ gives $1/\rho_{xx}=\sigma_{xx}+\sigma_{yx}^2/\sigma_{xx}$. To order $\omega^2$, (9) yields

$$\frac{\rho_{xx}(B)}{\rho_{xx}(0)}=1+\omega^2\left[\frac{\langle\tau^3\rangle}{\langle\tau\rangle}-\frac{\langle\tau^2\rangle^2}{\langle\tau\rangle^2}\right]
=1+(\xi^2-r_H^2)(\mu_dB)^2,\tag{15}$$

where $r_H=\langle\tau^2\rangle/\langle\tau\rangle^2$ is the weak-field Hall factor, the ratio of Hall to drift mobility. Since $\langle\tau^2\rangle=\tau_0^2\Gamma(3/2)/\Gamma(5/2)$, acoustic scattering gives $r_H=\Gamma(3/2)\Gamma(5/2)=3\pi/8=1.18$. The bar coefficient is $9\pi/16-9\pi^2/64=0.38$, against $\xi^2=1.77$ for the disk. The difference is $r_H^2$: the Hall field that straightens the average current in the bar is absent from the disk.

## 7. Example: high-purity n-type silicon at 77 K

Rough typical values are $D=9$ eV, $c_l=170$ GPa, longitudinal mass $m_l=0.92\,m_e$ and transverse mass $m_t=0.19\,m_e$. The baseline replaces the six valleys by two scalar masses. The density-of-states mass $(m_lm_t^2)^{1/3}=0.321\,m_e$ enters (6), and the conductivity mass $m_c=3/(1/m_l+2/m_t)=0.258\,m_e$ enters the response (9).

Equation (6) gives $\tau_0=4.09$ ps, hence $\langle\tau\rangle=4.09/1.329=3.08$ ps. Then

$$\mu_d=\frac{e\langle\tau\rangle}{m_c}=2.09\times10^4\ \text{cm}^2/\text{Vs},\qquad
\mu_{MR}=1.329\,\mu_d=2.78\times10^4\ \text{cm}^2/\text{Vs}.$$

For $r_1=100$ µm, $r_2=400$ µm, $t=300$ µm and $n=10^{12}$ cm$^{-3}$, (3) gives $R(0)=2.19$ kΩ. Equation (13) then predicts:

| $B$ (mT) | $b$ | $R(B)/R(0)$ | $\mu_{app}/\mu_d$ |
|---:|---:|---:|---:|
| 10 | 0.00078 | 1.0008 | 1.326 |
| 50 | 0.0194 | 1.0184 | 1.296 |
| 200 | 0.310 | 1.242 | 1.173 |
| 1000 | 7.76 | 5.25 | 0.985 |

In this elastic, acoustic-only model the reading is 1% below $\mu_{MR}$ already at 26 mT, where $\mu_dB$ is about 0.055 and the resistance has risen by about 0.5%. Because $\mu_{app}$ varies as the square root of that rise, a further 1% error in mobility corresponds to a resistance error of only about $10^{-4}$ of $R(0)$. A field-independent contact resistance $R_c$ leaves the rise unchanged but enlarges the measured $R(0)$. It multiplies the apparent mobility by $\sqrt{R(0)/[R(0)+R_c]}$, which is 0.978 for $R_c=100$ Ω.

## 8. What silicon changes

**Valley anisotropy.** Let a valley have mass tensor $M$, with $\mathbf B$ along [001], and keep $\tau(E)$ independent of direction. Repeating the derivation of (7) with $\mathbf w=M^{-1}\mathbf A$ gives $M\mathbf w/\tau=ef_0'\mathbf E+e\mathbf B\times\mathbf w$. Its in-plane components have the form solved before, with $\omega^2$ replaced by $e^2B^2/(m_xm_y)$. The average of $v_iv_j$ over the energy surface is $(2E/3)(M^{-1})_{ij}$, so the current is proportional to $w_x$ and

$$\sigma_{xx}\propto\sum_{\text{valleys}}\frac1{m_x}\left\langle\frac{\tau}{1+e^2B^2\tau^2/(m_xm_y)}\right\rangle.$$

The fourfold symmetry of the (001) plane makes the summed response isotropic in the plane, so (3) applies. Expanding as in Section 4,

$$\xi_{val}=\xi\,m_c\sqrt{\frac{S_3}{S_1}},\quad S_1=\frac1{m_l}+\frac2{m_t},\quad
S_3=\frac1{m_l^2m_t}+\frac1{m_t^2m_l}+\frac1{m_t^3}.\tag{16}$$

The added factor is 1.023, raising the ideal ratio from 1.33 to 1.36. If $\tau$ along the valley axis is instead $\tfrac23$ or $\tfrac32$ of its transverse value, the factor becomes 1.032 or 1.013.

**Extra scattering.** Carriers with $E<0.1\,kT$ supply 9.5% of $\langle\tau^3\rangle$ but 0.5% of $\langle\tau\rangle$. A process that acts mainly on these slow carriers and shortens their long relaxation times therefore lowers $\xi$ well before it changes $\mu_d$ much. Ionized impurities can be sized with the Brooks–Herring rate, taken here as a standard input,

$$\frac1{\tau_I}=\frac{N_Ie^4}{16\pi\sqrt{2m}\,\epsilon^2E^{3/2}}\left[\ln(1+\beta)-\frac{\beta}{1+\beta}\right],\quad
\beta=\frac{8mE}{\hbar^2}\frac{\epsilon kT}{e^2n},$$

with the density-of-states mass, $\epsilon=11.7\,\epsilon_0$ and $N_I=n$. This rate rests on the Born approximation, which is secure only for energies well above the effective Rydberg, here about 32 meV or 4.8 $kT$. The values below are therefore rough sizes: cutting the logarithm off at the classical impact parameter for 90° deflection raises each $\xi$ by about 0.02. Added to the acoustic rate, the formula gives, before the valley factor:

| $N_I$ (cm$^{-3}$) | $\xi$ | $\mu_d$ (cm²/Vs) |
|---:|---:|---:|
| $10^{12}$ | 1.26 | 20 800 |
| $10^{13}$ | 1.18 | 20 300 |
| $10^{14}$ | 1.08 | 18 400 |

At $10^{14}$ cm$^{-3}$ the drift mobility has fallen by 12% from the acoustic value, while most of the excess of $\xi$ over unity has gone. The fall does not continue. With the same rate, $\xi$ reaches a minimum of about 1.04 near $10^{15}$ cm$^{-3}$ and rises to about 1.16 at $10^{16}$ and 1.36 at $10^{17}$ cm$^{-3}$. It stays far below the 2.43 of (12), because screening weakens the energy dependence of $\tau_I$. At such densities the Born approximation and full donor ionization are both doubtful.

**Phonon energies.** Slow electrons also violate the elastic approximation. An estimate that uses the momentum-loss rate with true phonon energies and occupations as $1/\tau$ gives $\xi=1.27$. It treats $\mathbf A/f_0$ as equal at the two energies that a phonon connects and does not solve the inelastic Boltzmann equation. Solving that equation on an energy grid for the same isotropic band gives $\xi=1.30$, so the estimate overstates the reduction about twofold. Intervalley phonons, with rough typical couplings, leave $\xi$ close to 1.33 and lower $\mu_d$ by about 3% with the three phonons used here and by about 7% with a fuller set of six.

With all three corrections estimated in this way at $10^{12}$ cm$^{-3}$, $\xi$ is about 1.25, or 1.28 after multiplication by the valley factor. With the inelastic equation solved these become 1.27 and 1.30, or 1.28 and 1.31 with six intervalley phonons. Because the long relaxation times are cut off, the field at which the reading is 1% low moves from 26 mT to about 56 mT. That product is approximate, since impurity scattering in an ellipsoidal valley depends on direction.

Several other neglected effects can be sized at $n=10^{12}$ cm$^{-3}$. The ratio of $n$ to the effective density of states is $3\times10^{-7}$, so degeneracy is negligible. Nonparabolicity changes the dispersion relation by only about 0.3% at $E=kT$, but it enters the velocity, the cyclotron frequency and the density of states together and grows with energy, so it raises the acoustic $\xi$ by about 2%. The Landau spacing at 50 mT is 0.5% of $kT$, and at 10 mV bias the drift speed at the inner contact is 2% of the sound speed, so quantization and carrier heating are weak. Electron–electron collisions are also left out. They exchange momentum between carriers of different energy and so lower $\xi$ somewhat, an effect that grows with carrier density.

The computed drift mobility agrees with the rough size known for high-purity silicon at this temperature, about $2\times10^4$ cm²/Vs. This is a weak test, since $\mu_d\propto c_l/D^2$ and $D$ between 8 and 10 eV gives $2.7$ to $1.7\times10^4$ cm²/Vs. The chosen density describes very pure material. At $10^{14}$ cm$^{-3}$ the assumption of pure acoustic scattering fails clearly: dividing a Corbino mobility by 1.33 when the ratio is about 1.10 to 1.14, depending on which corrections are included, would understate the drift mobility by about 14 to 17%. The numerical output lists the remaining values.

## Table of computed values

```
xi = Gamma(5/2): 1.3293; Boltzmann solution at b=1e-4: 1.3288
Corbino coefficient xi^2: 1.7671
Hall factor 3pi/8: 1.1781; numerical: 1.1781
long-bar coefficient: 0.3792; numerical: 0.3781
high-field apparent mobility / drift mobility: 0.9400
temperature: 77 K; kT: 6.635 meV
masses long., transv.: 0.92, 0.19 m_e
masses DOS, conductivity: 0.3214, 0.2583 m_e
D: 9.0 eV; c_l: 170 GPa; density: 2.33 g/cm3
sound speed: 8542 m/s
tau0: 4.090 ps; mean tau: 3.077 ps
drift mobility: 20949 cm2/Vs
weak-field Corbino mobility: 27848 cm2/Vs
disk r_in, r_out, t: 100, 400, 300 um
carrier density: 1e+12 cm^-3; R(0): 2191.2 ohm
B=10 mT: b=0.00078, R/R0=1.00077, mu_app=27788 cm2/Vs, mu_app/mu_d=1.3265
B=20 mT: b=0.00310, R/R0=1.00306, mu_app=27664 cm2/Vs, mu_app/mu_d=1.3206
B=50 mT: b=0.01939, R/R0=1.01842, mu_app=27147 cm2/Vs, mu_app/mu_d=1.2959
B=100 mT: b=0.07755, R/R0=1.06859, mu_app=26191 cm2/Vs, mu_app/mu_d=1.2502
B=200 mT: b=0.31021, R/R0=1.24161, mu_app=24577 cm2/Vs, mu_app/mu_d=1.1732
B=1000 mT: b=7.75516, R/R0=5.25437, mu_app=20626 cm2/Vs, mu_app/mu_d=0.9846
field where reading is 1% low: 26.2 mT
valley factor: 1.0230; xi with valleys: 1.3599
impurities 1e+12 cm^-3: xi=1.2618, mu_d=20834 cm2/Vs
impurities 1e+13 cm^-3: xi=1.1815, mu_d=20335 cm2/Vs
impurities 1e+14 cm^-3: xi=1.0782, mu_d=18359 cm2/Vs
intervalley phonons: xi=1.3286, mu_d=20399 cm2/Vs
acoustic inelasticity (estimate): xi=1.2682, mu_d=21442 cm2/Vs
all three, 1e12 cm^-3: xi=1.2496, mu_d=20781 cm2/Vs
all three and valley factor: xi=1.2783
share of <tau^3> from E<0.1 kT: 0.0952; of <tau>: 0.0047
nonparabolicity alpha*kT, alpha=0.5/eV: 0.00332
degeneracy n/Nc: 2.80e-07
hbar*omega_c/kT at 50 mT, transverse mass: 0.00459
bias: 10 mV; inner drift speed/sound speed: 0.0177
contact resistance: 100 ohm; apparent-mobility factor: 0.9779
```
